# Thermionic emission from a two-dimensional electron gas into an edge contact, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting the states that cross the barrier

### One transverse mode

Take a wire so narrow that its electrons can move only along its length \(x\), in a single transverse mode. The wire ends on a metal, and between them stands a barrier whose top lies at an energy \(\Phi\) above the Fermi level. Let \(\Phi\) be many times \(kT\), where \(k\) is Boltzmann's constant and \(T\) the temperature. Suppose that an electron heading for the metal gets through if its energy exceeds \(\Phi\) and is turned back otherwise.

With two spin directions there are \(2\,dk_x/2\pi\) states per unit length in the interval \(dk_x\). Each occupied state carries charge of magnitude \(q\) at the speed \(v_x=(1/\hbar)\,dE/dk_x\). The current is therefore

\[
I=q\int \frac{2\,dk_x}{2\pi}\,v_x f
=\frac{2q}{2\pi\hbar}\int_\Phi^\infty e^{-E/kT}\,dE
=\frac{2q}{h}\,kT\,e^{-\Phi/kT}.
\]

The speed has cancelled against the density of states, and no mass is left. Apart from the Boltzmann factor, the current of one mode is proportional to \(T\).

A wide edge offers many such modes, distinguished by their wave number \(k_y\) along the edge. Motion along the edge costs the energy \(\hbar^2k_y^2/2m\), so the modes that contribute appreciably have \(|k_y|\) up to about \(\sqrt{mkT}/\hbar\). Modes are evenly spaced in \(k_y\), so their number per width of edge grows as \(T^{1/2}\). One power of \(T\) from each mode and half a power from the number of modes make \(T^{3/2}\). The derivation below turns this estimate into an equation with its numerical factor.

### The contact and its assumptions

The electron gas fills the half-plane \(x>0\) and meets the metal along the line \(x=0\). Its electrons occupy one subband with a parabolic, isotropic dispersion of mass \(m\) and spin degeneracy 2. Energies are measured from the metal's Fermi level. Deep inside the gas the bottom of the subband lies at \(-D\). Toward the metal it rises, passes through a maximum \(\Phi\), and falls again. Since \(\Phi\) refers to the bottom of the subband, it includes the energy of confinement perpendicular to the plane.

The following is assumed.

- The barrier is uniform along \(y\), so that \(k_y\) is conserved.
- An electron with enough energy to pass the top is transmitted with probability 1, and any other with probability 0.
- Each side is in thermal equilibrium, with its own Fermi level, up to the barrier.
- \(\Phi\) depends neither on the bias nor on the temperature.

Currents per width are given as positive magnitudes unless a bias is stated. Until then both sides share one Fermi level, and the current meant is the one-way flow from the gas into the metal.

### The momentum integral

An electron inside the gas has the energy

\[
E=-D+\frac{\hbar^2k_x^2}{2m}+e_y,\qquad e_y=\frac{\hbar^2k_y^2}{2m}.
\]

At the top of the barrier, with the same \(k_y\), the smallest possible energy is \(\Phi+e_y\). The condition for passing is thus \(E>\Phi+e_y\), or \(\hbar^2k_x^2/2m>\Phi+D\). Energy of motion along the edge does not help an electron over the barrier.

There are \(2\,dk_x\,dk_y/(2\pi)^2\) states per area, and the current per width is

\[
J=\frac{2q}{(2\pi)^2}\int dk_y\int dk_x\,v_x f(E),
\qquad f(E)=\frac{1}{1+e^{E/kT}},
\]

taken over states that move toward the metal and satisfy the condition. Here \(v_x\) stands for the speed toward the metal. At fixed \(k_y\) we have \(v_x\,dk_x=dE/\hbar\), so

\[
J=\frac{2q}{(2\pi)^2\hbar}\int_{-\infty}^{\infty}dk_y\int_{\Phi+e_y}^{\infty}f(E)\,dE .
\]

The function \(-kT\ln(1+e^{-E/kT})\) has the derivative \(e^{-E/kT}/(1+e^{-E/kT})=f(E)\) and vanishes at infinity. The inner integral follows:

\[
J=\frac{2q\,kT}{(2\pi)^2\hbar}\int_{-\infty}^{\infty}dk_y\,
\ln\!\left[1+e^{-(\Phi+e_y)/kT}\right].
\]

For \(\Phi\gg kT\) the exponential is small, and \(\ln(1+z)\approx z\) gives

\[
J_s=\frac{2q\,kT}{(2\pi)^2\hbar}\,e^{-\Phi/kT}
\int_{-\infty}^{\infty}e^{-\hbar^2k_y^2/2mkT}\,dk_y .
\]

The last integral is Gaussian. From \(\int e^{-ak^2}dk=\sqrt{\pi/a}\) with \(a=\hbar^2/2mkT\) it equals \(\sqrt{2\pi mkT}/\hbar\). With \((2\pi)^2\hbar^2=h^2\),

\[
\boxed{J_s=\frac{2q\sqrt{2\pi m}}{h^2}\,(kT)^{3/2}\,e^{-\Phi/kT}}
\]

The factor \(kT\) comes from the energy integral and the factor \((kT)^{1/2}\) from the spread of momentum along the edge, as the estimate suggested.

The depth \(D\) has dropped out. A denser gas does not emit more at fixed \(\Phi\), because the states that matter lie above the barrier and their occupation is set by the Fermi level.

The mass in the result is the mass for motion along the edge. If the masses along \(x\) and \(y\) differ, the relation \(v_x\,dk_x=dE/\hbar\) still removes the first one, and the Gaussian integral contains the second.

### When the Boltzmann factor is not enough

The logarithm can also be kept. Write \(z=e^{-\Phi/kT}\) and \(e_y=kTs^2\), so that \(dk_y=(\sqrt{2mkT}/\hbar)\,ds\). For \(z<1\) the logarithm has the series

\[
\ln(1+ze^{-s^2})=\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n}z^n e^{-ns^2}.
\]

Each term integrates to \(\sqrt{\pi/n}\), so the current is obtained from the boxed formula by the replacement

\[
e^{-\Phi/kT}\;\to\;\sum_{n=1}^{\infty}\frac{(-1)^{n+1}z^n}{n^{3/2}}
=z-\frac{z^2}{2^{3/2}}+\dots
\]

The sum is the polylogarithm \(-\mathrm{Li}_{3/2}(-z)\). Relative to the Boltzmann result the leading correction is \(-z/2^{3/2}\). At \(\Phi=2kT\) the full current is 0.955 of the Boltzmann value. The approximation is therefore fair even for a low barrier, and for a barrier of many \(kT\) the correction is negligible.

### The return flow and the meaning of saturation

At equilibrium the net current is zero, so the metal must send the current \(J_s\) back into the gas. This argument holds whatever the band structure of the metal. A simple case shows how it works. Let the metal be a two-dimensional conductor with another mass. At fixed \(k_y\) its states also obey \(v_x\,dk_x=dE/\hbar\), and they too must exceed \(\Phi+\hbar^2k_y^2/2m\), where \(m\) is the mass at the barrier top. The integral over \(E\) and \(k_y\) is the same as before, and the metal's mass does not enter.

Now apply a bias \(V\), counted positive when it raises the Fermi level of the gas by \(qV\) above that of the metal. By assumption the top stays at \(\Phi\) above the metal's Fermi level, so the flow out of the metal remains \(J_s\). Seen from the gas's own Fermi level the barrier is \(\Phi-qV\), and the flow out of the gas becomes \(J_se^{qV/kT}\), provided that \(\Phi-qV\gg kT\). The difference is

\[
J(V)=J_s\left(e^{qV/kT}-1\right).
\]

For a reverse bias of several \(kT/q\) the exponential vanishes and the current settles at \(-J_s\). This is why \(J_s\) is called the saturation current. It is the flow out of the metal, left without its counterpart.

### A worked example

Take rough values for a contact to the side wall of an AlGaN/GaN heterostructure: \(m=0.2\,m_e\), with \(m_e\) the free-electron mass, and \(\Phi=0.8\) eV. With this mass the boxed formula reads

\[
J_s=\left(0.04006\ \mathrm{A\,m^{-1}K^{-3/2}}\right)T^{3/2}e^{-\Phi/kT}.
\]

At 300 K, \(T^{3/2}=5196\ \mathrm{K^{3/2}}\), and the factor in front of the exponential is 208 A/m, which is 208 mA/mm. With \(kT=0.02585\) eV the exponent is \(0.8/0.02585=30.95\) and the Boltzmann factor \(3.64\times10^{-14}\). Hence

\[
J_s=208\times3.64\times10^{-14}\ \mathrm{mA/mm}=7.6\times10^{-12}\ \mathrm{mA/mm}.
\]

At 400 K the formula gives \(2.7\times10^{-8}\) mA/mm and at 500 K \(3.9\times10^{-6}\) mA/mm.

A gas of \(10^{13}\ \mathrm{cm^{-2}}\) has its Fermi level 0.119 eV above the subband bottom, which is more than \(4kT\) at 300 K, so inside the gas the electrons are degenerate. At the barrier top they are not. The momentum integral, evaluated numerically with Fermi statistics for this gas, gives \(7.5679\times10^{-12}\) mA/mm, the same as the formula to all the digits shown. The same value results from a sum over the separate transverse modes of a strip 200 nm wide with periodic edges, which is the opening picture made quantitative.

Through the exponential the result is very sensitive to both \(\Phi\) and \(T\). A barrier lower by 0.1 eV raises the current at 300 K by a factor of 48.

### More subbands, and the way to three dimensions

If further subbands lie at \(E_n\) at the barrier top, each adds a current with its own barrier:

\[
J=J_s\sum_{n\ge1}e^{-(E_n-E_1)/kT}.
\]

A second subband 0.1 eV above the first would add 2.1 % at 300 K and 9.8 % at 500 K.

In a thick slab of thickness \(L\) with hard walls the levels are \(E_n=h^2n^2/8mL^2\). When they are dense on the scale of \(kT\), the sum becomes an integral. With \(\Phi\) now measured to the bottom of the bulk band,

\[
\sum_n e^{-E_n/kT}\approx\int_0^\infty e^{-h^2n^2/8mL^2kT}\,dn
=\frac{L\sqrt{2\pi mkT}}{h}.
\]

Multiplication by \(J_s\) and division by \(L\) give the current per area,

\[
\frac{J}{L}=\frac{4\pi qm}{h^3}(kT)^2e^{-\Phi/kT},
\]

which is Richardson's law. For \(L=10\) µm at 300 K the explicit sum is 0.9995 of this limit. Each transverse direction in which the electron moves freely contributes a factor \(\sqrt{2\pi mkT}/h\). A wire has none, the edge of a plane has one, and the face of a solid has two, which gives the powers 1, 3/2 and 2.

## Second derivation, comparison and limits

The gas occupies \(x>0\) and meets the metal at \(x=0\). Its mass is \(m\), its sheet density \(n_s\), and the top of the barrier for the subband bottom lies at \(\Phi\) above the metal's Fermi level, the zero of energy. Counting states gave the saturation current per width \(J_s=2q\sqrt{2\pi m}\,(kT)^{3/2}e^{-\Phi/kT}/h^2\). For \(m=0.2\,m_e\) and \(\Phi=0.8\) eV this is \(7.6\times10^{-12}\) mA/mm at 300 K and \(3.9\times10^{-6}\) mA/mm at 500 K.

### Density times speed at the barrier top

The same current can be found without following electrons from the interior. Consider a narrow strip of the plane at the top of the barrier, at equilibrium. There the subband bottom lies at \(\Phi\), and an electron of momentum \(\mathbf p\) has the energy \(\Phi+p^2/2m\). With two spin states per cell \(h^2\) of the four-dimensional phase space, and with \(\Phi\gg kT\), the local sheet density is

\[
N=\frac{2}{h^2}\,e^{-\Phi/kT}\int_0^\infty e^{-p^2/2mkT}\,2\pi p\,dp .
\]

The integral equals \(2\pi mkT\), so that

\[
N=\frac{4\pi mkT}{h^2}\,e^{-\Phi/kT}.
\]

The velocities follow the Maxwell distribution. In one direction its normalized form is \(\sqrt{m/2\pi kT}\,e^{-mv^2/2kT}\). The electrons moving toward the metal contribute to the flow the average

\[
\langle v\rangle_+=\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}} .
\]

This average is normalized to all electrons in the strip, including those that move the other way, so it is to be multiplied by the whole of \(N\):

\[
qN\langle v\rangle_+
=\frac{4\pi q\,mkT}{h^2}\sqrt{\frac{kT}{2\pi m}}\;e^{-\Phi/kT}
=\frac{2q\sqrt{2\pi m}}{h^2}(kT)^{3/2}e^{-\Phi/kT}.
\]

In the last step \(4\pi m/\sqrt{2\pi m}=2\sqrt{2\pi m}\) was used. The result is \(J_s\), with the same numerical factor.

The power 3/2 is divided differently here. The density at the top supplies one power of \(T\), because the density of states of a parabolic band in two dimensions is constant in energy. The thermal speed supplies the remaining half. If the masses along \(x\) and \(y\) are \(m_x\) and \(m_y\), the density is proportional to \(\sqrt{m_xm_y}\) and the speed to \(1/\sqrt{m_x}\). Their product contains \(\sqrt{m_y}\), as before.

Counting states and multiplying density by speed at the barrier top give the same saturation current \(J_s\), proportional to \(T^{3/2}e^{-\Phi/kT}\). It remains to compare what the two derivations assume, to ask how well a measurement can reveal the power of \(T\), and to see how the field at the edge, the image force, tunnelling and reflection change the current.

All numerical values are calculated from the stated model.
